\section*{Electron counting in octahedral boron cages: B6H6 dianion, CaB6 and LaB6}

\section*{Question}

I am trying to understand the electron count of boron octahedra. For B$_6$H$_6^{2-}$ I am told that the cage has seven bonding orbitals, $a_{1g}$, $t_{1u}$ and $t_{2g}$. I can draw the totally symmetric one, but I do not see why there are seven. An octahedron has twelve edges, and the six borons bring eighteen orbitals once the B--H bonds are set aside, so I would have guessed twelve or nine.

The same octahedra sit on a simple cubic lattice in CaB$_6$ and LaB$_6$, joined corner to corner. There the magic number is supposed to be 20 electrons per B$_6$, not 14 and not 26, and this is supposed to make CaB$_6$ a semiconductor and LaB$_6$ a metal. Where does 20 come from, and does a count really prove that there is a gap?

\section*{Answer}

The numbers seven and 20 can both be derived. The last inference needs a correction: 20 electrons permit a gap but do not guarantee one, whereas 21 electrons do force a metal under conditions stated below. Edges are a poor guide because the cage orbitals spread over many atoms, so I count orbitals by symmetry and then find their energies.

\subsection*{Choosing the orbitals}

Put the borons at $\pm x,\pm y,\pm z$ on the axes. Each has one $s$ and three $p$ orbitals. Mix $s$ with the $p$ orbital along the radius to make two hybrids. At $+x$ they are
\begin{equation}
h_{+x}=\frac{s-p_x}{\sqrt2},\qquad o_{+x}=\frac{s+p_x}{\sqrt2}.
\end{equation}
The hybrid $h$ points into the cage and $o$ points out. Reserve $o$ for the external bond, to H in the ion or to the next octahedron in the crystal. What remains per atom is $h$ and two tangential $p$ orbitals, hence $6\times3=18$ skeletal orbitals. I write $y_{+x}$ for the $p_y$ orbital on the atom at $+x$, and so on.

\subsection*{Which symmetries occur}

The octahedral group has 48 operations. An irreducible representation (irrep) with character $\chi$ occurs
\begin{equation}
n=\frac1{48}\sum_g \chi(g)\,\chi_{\rm set}(g)
\end{equation}
times in a set of orbitals. Only atoms left in place contribute to $\chi_{\rm set}$.

For the six $h$, $\chi_{\rm set}$ is the number of fixed atoms: 6 for the identity $E$, 2 for each of the six $C_4$ rotations, 2 for each of the three $C_2=C_4^2$, 4 for each of the three mirrors $\sigma_h$, 2 for each of the six mirrors $\sigma_d$, and 0 otherwise. Thus
\begin{equation}
n=\tfrac1{48}\left[6\chi(E)+12\chi(C_4)+6\chi(C_2)+12\chi(\sigma_h)+12\chi(\sigma_d)\right].
\end{equation}
In this order of operations the characters are $(1,1,1,1,1)$ for $a_{1g}$, $(2,0,2,2,0)$ for $e_g$ and $(3,1,-1,1,1)$ for $t_{1u}$. The bracket is 48 in each case:
\begin{align}
a_{1g}:&\quad 6+12+6+12+12=48,\\
e_g:&\quad 12+0+12+24+0=48,\\
t_{1u}:&\quad 18+12-6+12+12=48.
\end{align}
Each occurs once, and $1+2+3=6$ exhausts the set.

For the twelve tangential orbitals, $\chi_{\rm set}(E)=12$. A $C_4$ fixes two atoms but turns their tangential pair by $90^\circ$, with trace zero. A mirror keeps one tangential direction and reverses the other on each fixed atom, again trace zero. A $C_2$ reverses both directions on two atoms, giving $-4$. Therefore
\begin{equation}
n=\frac{12\chi(E)+3(-4)\chi(C_2)}{48}=\frac{\chi(E)-\chi(C_2)}4 .
\end{equation}
Every three-dimensional irrep has $\chi(E)=3$, $\chi(C_2)=-1$, so it occurs once. For the others $\chi(C_2)=\chi(E)$, so they are absent. In summary,
\begin{equation}
\text{radial}=a_{1g}+e_g+t_{1u},\qquad
\text{tangential}=t_{1g}+t_{2g}+t_{1u}+t_{2u}.
\end{equation}

One normalized member of each is enough, since partners have equal energy:
\begin{align}
a_{1g}:&\ \tfrac1{\sqrt6}(h_{+x}+h_{-x}+h_{+y}+h_{-y}+h_{+z}+h_{-z}),\\
e_g:&\ \tfrac1{\sqrt{12}}(2h_{+z}+2h_{-z}-h_{+x}-h_{-x}-h_{+y}-h_{-y}),\\
t_{1u}:&\ R=\tfrac1{\sqrt2}(h_{+z}-h_{-z}),\\
t_{1u}:&\ T=\tfrac12(z_{+x}+z_{-x}+z_{+y}+z_{-y}),\\
t_{2g}:&\ \tfrac12(y_{+x}-y_{-x}+x_{+y}-x_{-y}),\\
t_{1g}:&\ \tfrac12(y_{+x}-y_{-x}-x_{+y}+x_{-y}),\\
t_{2u}:&\ \tfrac12(z_{+x}+z_{-x}-z_{+y}-z_{-y}).
\end{align}
The tangential ones can be read as arrows on the atoms. The $t_{2g}$ arrows follow the gradient of $xy$, which is $(y,x,0)$; those of $t_{1g}$ follow a rotation about $z$, $(-y,x,0)$; those of $T$ are a common shift along $z$.

\subsection*{Hopping between neighbours}

Symmetry does not say which orbitals bond. For that I use an orthogonal tight-binding model with hopping between nearest neighbours. Let $\mathbf d$ be the unit vector from atom $A$ to atom $B$. Resolving each $p$ orbital along and across $\mathbf d$ gives
\begin{align}
\langle s_A|H|s_B\rangle&=V_{ss},\\
\langle s_A|H|p_{j,B}\rangle&=d_jV_{sp},\qquad
\langle p_{i,A}|H|s_B\rangle=-d_iV_{sp},\\
\langle p_{i,A}|H|p_{j,B}\rangle&=\delta_{ij}V_\pi+d_id_j(V_\sigma-V_\pi),
\end{align}
with $V_{ss},V_\pi<0$ and $V_{sp},V_\sigma>0$. The on-site energies are $\varepsilon_s$ and $\varepsilon_p=0$, so $h$ has energy $\alpha=(\varepsilon_s+\varepsilon_p)/2$.

From $+x$ to $+y$, $\mathbf d=(-1,1,0)/\sqrt2$. The hopping between two inward hybrids is
\begin{align}
\beta&=\tfrac12\left[\langle s|H|s\rangle-\langle s|H|p_y\rangle-\langle p_x|H|s\rangle+\langle p_x|H|p_y\rangle\right]\nonumber\\
&=\tfrac12\left[V_{ss}-\tfrac{V_{sp}}{\sqrt2}-\tfrac{V_{sp}}{\sqrt2}-\tfrac{V_\sigma-V_\pi}2\right]\nonumber\\
&=\tfrac12\left[V_{ss}-\sqrt2V_{sp}-\tfrac12(V_\sigma-V_\pi)\right].
\end{align}
From $+z$ to $+x$, $\mathbf d=(1,0,-1)/\sqrt2$. With $h_{+z}=(s-p_z)/\sqrt2$,
\begin{align}
\gamma&=\langle h_{+z}|H|z_{+x}\rangle
=\tfrac1{\sqrt2}\left[-\tfrac{V_{sp}}{\sqrt2}-V_\pi-\tfrac12(V_\sigma-V_\pi)\right]\nonumber\\
&=-\tfrac1{\sqrt2}\left[\tfrac{V_{sp}}{\sqrt2}+\tfrac{V_\sigma+V_\pi}2\right].
\end{align}
For $h_{-z}=(s+p_z)/\sqrt2$ both $d_z$ and the sign of $p_z$ change, and the hopping is $-\gamma$.

\subsection*{The cage levels}

I now restrict $H$ to the eighteen skeletal orbitals. This drops the coupling to the outward hybrids, including the on-site element $\langle h|H|o\rangle=(\varepsilon_s-\varepsilon_p)/2$; it is restored in the full calculations below. For an irrep that occurs once in this set, the symmetry orbital is already an eigenvector of the restricted $H$. Its energy follows by adding the hoppings into one atom, weighted by coefficients relative to that atom.

In $a_{1g}$ each $h$ has four neighbours with equal coefficients. In $e_g$, $h_{+z}$ has coefficient 2 and its four neighbours have $-1$. Hence
\begin{equation}
E(a_{1g})=\alpha+4\beta,\qquad E(e_g)=\alpha-2\beta .
\end{equation}

In $t_{2g}$, $y_{+x}$ meets $x_{+y}$ with hopping $d_xd_y(V_\sigma-V_\pi)=-(V_\sigma-V_\pi)/2$. It meets $x_{-y}$ with the opposite hopping and the opposite coefficient, so the two contributions add. In $t_{1g}$ both change sign. In $t_{2u}$, $z_{+x}$ meets $z_{\pm y}$, each with hopping $V_\pi$ and relative coefficient $-1$. Thus
\begin{equation}
E(t_{2g})=-(V_\sigma-V_\pi),\quad E(t_{1g})=V_\sigma-V_\pi,\quad E(t_{2u})=-2V_\pi .
\end{equation}

The irrep $t_{1u}$ occurs twice, so $R$ and $T$ mix. The two hybrids in $R$ are opposite, not neighbours, so $R$ has energy $\alpha$. In $T$ each $p_z$ has two neighbours with equal coefficients, giving $2V_\pi$. Between $R$ and $T$ there are eight neighbour pairs. Each contributes $\gamma/(2\sqrt2)$, because the sign of the $h_{-z}$ coefficient cancels the sign of its hopping. The sum is $2\sqrt2\gamma$, and
\begin{equation}
E_\pm(t_{1u})=\frac{\alpha+2V_\pi}2\pm\sqrt{\left(\frac{\alpha-2V_\pi}2\right)^2+8\gamma^2}.
\end{equation}

This mixing settles the count. Without it, $T$ would lie at $2V_\pi$, below the isolated $p$ level, and $R$ would stay at $\alpha$, nonbonding. With it, the lower root is pushed below both $\alpha$ and $2V_\pi$. The product of the roots is the determinant $2\alpha V_\pi-8\gamma^2$, so the upper root is positive if
\begin{equation}
2\alpha V_\pi<8\gamma^2 .
\end{equation}
Then one $t_{1u}$ triplet is bonding and the other antibonding.

Call a level bonding if it lies below both isolated energies, $\alpha$ and 0, and antibonding if it lies above both. For $\alpha\le0$ and $\beta<0$, the remaining conditions are $V_\sigma-V_\pi>|\alpha|$, which makes $t_{2g}$ bonding, and $2|\beta|>|\alpha|$, which makes $e_g$ antibonding. The bonding set is then
\begin{equation}
a_{1g}+t_{1u}+t_{2g}:\qquad 1+3+3=7 .
\end{equation}

\subsection*{Numbers for the cage}

Take round parameters, not fitted to any material: $\varepsilon_s=-5$, $V_{ss}=-3$, $V_{sp}=4$, $V_\sigma=5$, $V_\pi=-2$, all in eV. Then $\alpha=-2.5$ eV and
\begin{align}
\beta&=\tfrac12(-3-5.66-3.5)=-6.08\ \text{eV},\\
\gamma&=-\tfrac1{\sqrt2}(2.83+1.5)=-3.06\ \text{eV}.
\end{align}
The $t_{1u}$ condition reads $10.0<74.9$ eV$^2$, and
\begin{equation}
E_\pm(t_{1u})=-3.25\pm\sqrt{0.75^2+74.9}=-3.25\pm8.69\ \text{eV}.
\end{equation}
The levels are
\begin{center}
\begin{tabular}{lr@{\qquad}lr}
bonding & eV & antibonding & eV\\
$a_{1g}$ & $-26.8$ & $t_{2u}$ & $4.0$\\
$t_{1u}$ & $-11.9$ & $t_{1u}$ & $5.4$\\
$t_{2g}$ & $-7.0$ & $t_{1g}$ & $7.0$\\
 & & $e_g$ & $9.7$
\end{tabular}
\end{center}

Hopping across the cage was neglected. Opposite atoms have opposite coefficients in $t_{2g}$ and equal ones in $t_{2u}$. Cross-cage hopping at half the neighbour strength therefore shifts these levels by $-V_\pi/2=+1$ eV and $V_\pi/2=-1$ eV, to $-6$ and $3$ eV. They remain the seventh and eighth levels in order of energy, so seven survives this change.

\subsection*{The dianion}

Each BH unit brings $3+1$ valence electrons and the charge adds two:
\begin{equation}
6(3+1)+2=26=12+14 .
\end{equation}
Twelve electrons belong to six B--H bonds and fourteen fill the seven cage orbitals. This is Wade's rule for a closed cage of $n$ vertices, $n+1$ skeletal pairs, at $n=6$.

The split into 12 and 14 is a count, not a label on each molecular orbital. The B--H bonding combinations have the symmetries of the radial set, $a_{1g}+e_g+t_{1u}$, and can mix with cage orbitals of the same symmetry. To check that this does no harm, I kept all 24 boron orbitals, added six hydrogen orbitals at $-3$ eV, and coupled them to boron $s$ and $p$ with $V_{ss}=-4$ and $V_{sp}=5$ eV. The thirteen filled orbitals are
\begin{equation}
2a_{1g}+e_g+2t_{1u}+t_{2g},\qquad 2+2+6+3=13,
\end{equation}
with the highest at $-7.0$ eV and the lowest empty level at $2.9$ eV. The highest is the cage $t_{2g}$: neither hydrogen nor the outward hybrids supply a $t_{2g}$ partner, so its energy is unchanged. In this model a neutral B$_6$H$_6$ would have two holes in that triplet, which is why the closed shell needs the double charge.

\subsection*{From 14 to 20 in the crystal}

Now remove the hydrogens and join each octahedron to its six neighbours. The outward hybrids $o_{+x}$ of one cell and $o_{-x}$ of the next face each other. With $\mathbf d=\hat{\mathbf x}$ their hopping is
\begin{equation}
t=\tfrac12(V_{ss}-2V_{sp}-V_\sigma)=\tfrac12(-3-8-5)=-8\ \text{eV}.
\end{equation}
For Bloch waves the coupling is $te^{ik_x}$, with $k_x$ in units of the inverse lattice constant. Taken alone, this pair gives
\begin{equation}
E=\alpha\pm|t|=-2.5\pm8\ \text{eV}
\end{equation}
at every $\mathbf k$: one bonding and one antibonding band. There is one such pair along each axis. Equivalently, six bonds leave each octahedron and each is shared by two cells, so there are $6/2=3$ bonds per cell. Hence
\begin{equation}
N=2(7+3)=14+6=20 .
\end{equation}
The molecular count of 26 includes six electrons brought by hydrogen. In the crystal the other half of each external bond is supplied by a neighbouring octahedron and is counted there, so $26-6=20$ as well.

Boron supplies $6\times3=18$ electrons per cell. Formally, Ca gives two and La three:
\begin{equation}
\text{B}_6:\ 18,\qquad \text{CaB}_6:\ 20,\qquad \text{LaB}_6:\ 21 .
\end{equation}
Complete ionic transfer is not essential. For the ten bonding bands to be the completely filled ones, no additional cation-derived band may drop below the top of the tenth. A cation-derived band above it can still take the extra electron of LaB$_6$ without changing the count.

\subsection*{Does the full framework agree?}

The argument treated cage and links separately, although they are coupled. I therefore diagonalized the full 24-orbital Bloch Hamiltonian, with links as strong as cage bonds, at 1728 $\mathbf k$ points. On this grid band 10 ends at $-5.0$ eV and band 11 begins at $2.0$ eV, a gap of $7.0$ eV after ten bands.

Both edges can be recognized at $\mathbf k=0$. A tangential orbital is transverse to its link, so the link adds hopping $V_\pi$ between opposite atoms of the Bloch orbital. As in the cross-cage estimate, but now at full strength,
\begin{align}
E(t_{2g},\mathbf k=0)&=-(V_\sigma-V_\pi)-V_\pi=-7+2=-5\ \text{eV},\\
E(t_{2u},\mathbf k=0)&=-2V_\pi+V_\pi=4-2=2\ \text{eV}.
\end{align}

The filled states also have the expected character. Averaged over the zone, the ten filled bands contain 6.85 of the seven cage bonding orbitals, 2.98 of the three link bonding orbitals, and 0.09 of the three link antibonding orbitals. The remaining 0.08 lies in antibonding cage orbitals. The separation into $7+3$ is thus approximate for the states, while the number of bands below the gap is ten.

\subsection*{What the count proves, and what it does not}

Each band of a nonmagnetic crystal with inversion symmetry holds two electrons per primitive cell. Twenty electrons can fill ten bands, but they do so with a gap only if the top of band 10 lies below the bottom of band 11 throughout the zone. If these bands overlap, the result is a semimetal with the same 20 electrons.

The framework model shows that bond strengths matter. Reduce all link hoppings to 0.15 of their value. At this link strength and 20 electrons the computed gap falls from 7.0 eV to zero: bands 10 and 11 touch. The electron count has not changed.

For CaB$_6$ the count therefore explains why a semiconductor is possible. Establishing the gap requires a calculation with the calcium orbitals, which can form the lowest empty states or even overlap the filled boron bands. The 7 eV found here belongs to the chosen parameters and is not an estimate for CaB$_6$.

For LaB$_6$ the conclusion is stronger. Twenty-one electrons per primitive cell cannot fill a whole number of doubly occupied bands, so at least one band is partly filled, whatever the hoppings. In the framework model the Fermi level is at $2.6$ eV, inside band 11, which begins at $2.0$ eV and extends to about $4.0$ eV ($3.9$ eV on this grid, which misses the maximum). Bands 12 and 13 are degenerate with band 11 in the $t_{2u}$ triplet at $2.0$ eV at $\mathbf k=0$, so they are partly filled as well. The actual conduction states may have much lanthanum character; the odd count does not depend on that. It does depend on independent electrons, no magnetic order and an unenlarged primitive cell. Magnetic order, a distortion that doubles the cell, or localization by strong repulsion could each invalidate the argument.

Finally, 18 electrons would leave the framework two short. In the model, bands 9 and 10 overlap by 2.9 eV, so the bare boron network is metallic. The two electrons from calcium complete its bonding bands, and the third from lanthanum has no room in them and has to enter higher bands, which in the model lie above the gap. The numerical check checks the symmetry assignments, the level formulas and these band counts numerically.

\section*{Calculated quantities}
\begin{verbatim}
on-site energies s, p: -5.0, 0.0 eV
hoppings ss, sp, pp-sigma, pp-pi: -3.0, 4.0, 5.0, -2.0 eV
hydrogen level, ss, sp hoppings: -3.0, -4.0, 5.0 eV
radial set: a1g + eg + t1u
tangential set: t1g + t2g + t1u + t2u
alpha, beta, gamma: -2.500, -6.078, -3.061 eV
t1u coupling 2 sqrt(2) gamma: -8.657 eV
t1u condition: 2 alpha v_pi = 10.00 eV^2, 8 gamma^2 = 74.94 eV^2
skeletal level a1g (degeneracy 1): -26.814 eV
skeletal level t1u (degeneracy 3): -11.939 eV
skeletal level t2g (degeneracy 3): -7.000 eV
skeletal level t2u (degeneracy 3): 4.000 eV
skeletal level t1u (degeneracy 3): 5.439 eV
skeletal level t1g (degeneracy 3): 7.000 eV
skeletal level eg (degeneracy 2): 9.657 eV
number of bonding skeletal orbitals: 7
skeletal gap above seventh orbital: 11.000 eV
with cross-cage hopping at half strength, levels 7 and 8: -6.000, 3.000 eV
capped cage, valence electrons: 26
capped cage, skeletal electrons: 14
capped cage, filled orbitals: 13 = 2a1g + eg + t2g + 2t1u
capped cage, highest filled and lowest empty level: -7.000, 2.878 eV
k points in the zone: 1728
framework, top of band 10: -5.000 eV
framework, bottom of band 11: 2.000 eV
framework gap at 20 electrons: 7.000 eV
band 10 minimum minus band 9 maximum (18 electrons): -2.871 eV
filled weight in seven cage orbitals: 6.850 of 7
filled weight in link bonding orbitals: 2.982 of 3
filled weight in link antibonding orbitals: 0.092 of 3
top of band 11: 3.867 eV
Fermi level at 21 electrons: 2.647 eV
link hopping scale in weak-link test: 0.15
weak links, band 11 minimum minus band 10 maximum: 0.000 eV
electrons per cell, B6 alone: 18
electrons per cell, CaB6: 20
electrons per cell, LaB6: 21
\end{verbatim}
